\section*{Why a softening transverse polar mode leaves its longitudinal counterpart stiff}

\section{Two energies that part company}

A one-mode model of bulk barium strontium titanate, a capacitor material, cooled from 400 K to 260 K, has a transverse polar vibration whose energy falls from 7.68 to 1.98 meV. The longitudinal vibration of the same ions falls from 84.85 to 84.53 meV. At the transition, 250 K, the first energy is zero and the second is 84.50 meV. The ions, their masses and their short-range bonds are the same in both. The difference must come from the electric field that each wave makes.

Let $u$ be the displacement in the soft polar mode, $\mu$ its reduced mass, $V$ the cell volume and $\varepsilon_\infty$ the relative permittivity of the electrons alone. The crystal is cubic and insulating. To second order, the energy per cell in a macroscopic field $E$ is
\begin{equation}
U=\tfrac12 k u^2-ZuE-\tfrac12\varepsilon_0(\varepsilon_\infty-1)VE^2 .
\end{equation}
Here $k$ is the stiffness at zero macroscopic field and $Z$ is the Born charge. The force is $-\partial U/\partial u$ and the polarisation is $-V^{-1}\partial U/\partial E$, so
\begin{align}
\mu\ddot u&=-ku+ZE, \label{motion}\\
P&=\frac{Zu}{V}+\varepsilon_0(\varepsilon_\infty-1)E. \label{pol}
\end{align}
The same $Z$ appears twice because both equations come from one energy.

\section{The contribution that vanishes: $k$}

A continuous displacive transition is the point where $k$ reaches zero: displacing the ions uniformly, with no macroscopic field, then costs no energy to second order. I assume that the uniform displacement is the first to become unstable, which requires suitable short-range coupling between cells.

Temperature enters through anharmonicity. Take a well $-\tfrac12\kappa u^2+\tfrac14bu^4$ with $\kappa,b>0$, and add to $u$ a symmetric thermal displacement $\eta$ of variance $s^2$. Odd averages vanish, so
\begin{equation}
\left\langle\tfrac14 b(u+\eta)^4\right\rangle
=\tfrac14b\left(u^4+6s^2u^2+\langle\eta^4\rangle\right).
\end{equation}
The coefficient of $\tfrac12u^2$ is therefore $k=-\kappa+3bs^2$. Thermal motion grows on heating and holds the ions at the symmetric site; on cooling this support is lost. Near the transition temperature $T_0$ I take the first Taylor term,
\begin{equation}
k(T)=A(T-T_0),
\end{equation}
which is the mean-field (Landau) premise. Critical fluctuations can change this law.

Below $T_0$, the free energy $\tfrac12ku^2+\tfrac14Bu^4$ has its minimum at $u_0^2=-k/B$. The curvature there is $k+3Bu_0^2=-2k=2A(T_0-T)$, so vibration along the new polarisation hardens again on the cold side. For the two perpendicular components of a cubic crystal's soft mode the curvature depends on the anisotropy of the quartic terms and need not equal $-2k$.

\section{The contribution that remains: the depolarising field}

Consider a plane wave of wavevector $\mathbf q$, long compared with the cell but short enough for retardation to be neglected. Then $\nabla\times\mathbf E=0$ makes $\mathbf E$ parallel to $\mathbf q$, and the absence of free charge gives $\mathbf q\cdot(\varepsilon_0\mathbf E+\mathbf P)=0$.

\textit{Transverse wave.} Since $\mathbf u\perp\mathbf q$, the ionic term in (\ref{pol}) has no component along $\mathbf q$. The condition becomes $\varepsilon_0E+\varepsilon_0(\varepsilon_\infty-1)E=\varepsilon_0\varepsilon_\infty E=0$. Hence $E=0$ and
\begin{equation}
\mu\omega_{\rm TO}^2=k .
\end{equation}

\textit{Longitudinal wave.} Now $\mathbf u\parallel\mathbf q$, and successive planes carry bound charge:
\begin{equation}
\varepsilon_0\varepsilon_\infty E+\frac{Zu}{V}=0
\quad\Rightarrow\quad E=-\frac{Zu}{\varepsilon_0\varepsilon_\infty V}.
\end{equation}
The field opposes the displacement. Its force $ZE=-Ku$ is a restoring force with
\begin{equation}
K=\frac{Z^2}{\varepsilon_0\varepsilon_\infty V},\qquad
\mu\omega_{\rm LO}^2=k+K .\label{lo}
\end{equation}
$K$ contains the charge, the volume and the electronic screening, none of which need vanish at $T_0$. If the soft mode carries no dipole, $Z=0$, then $K=0$ and the longitudinal mode softens too.

\section{Weighing the two}

The rough parameters are a cell edge of 0.395 nm, $Z=8e$, $\mu=20$ atomic mass units and $\varepsilon_\infty=5.5$. They give
\begin{equation}
K=\frac{(8e)^2}{5.5\,\varepsilon_0(0.395\ {\rm nm})^3}=547\ {\rm N/m},
\end{equation}
and $\hbar\sqrt{K/\mu}=84.5$ meV, or 20.4 THz.

The slope $A$ follows from the permittivity. In a static field (\ref{motion}) gives $u=ZE/k$, and (\ref{pol}) then gives
\begin{equation}
\varepsilon(0)=\varepsilon_\infty+\frac{Z^2}{\varepsilon_0Vk}
=\varepsilon_\infty\frac{k+K}{k}
=\varepsilon_\infty\frac{\omega_{\rm LO}^2}{\omega_{\rm TO}^2}.
\end{equation}
This is the Lyddane--Sachs--Teller relation for one mode. With $k=A(T-T_0)$ the ionic part is $C/(T-T_0)$, where $C=Z^2/(\varepsilon_0VA)=\varepsilon_\infty K/A$. Choosing $C=10^5$ K gives $A=5.5\times547.4/10^5=0.0301$ N/m per kelvin.

At 300 K, $k=0.0301\times50=1.51$ N/m, which is 0.3\% of $K$. The transverse energy is 4.43 meV, the longitudinal energy 84.62 meV, and $\varepsilon(0)=5.5+10^5/50\approx2006$. Both squared frequencies lose the same amount, $k/\mu$, on cooling to $T_0$ with $Z$, $V$ and $\varepsilon_\infty$ held fixed. For the transverse mode that is everything.

A longitudinal instability would need $k=-K$, that is, cooling by $K/A=C/\varepsilon_\infty\approx18\,000$ K below $T_0$. No such temperature exists; the number measures the depolarising cost on the scale of the thermal term.

\section{Inside the cancellation: the local field}

An ion feels the local field, not the macroscopic average. Draw a sphere around a site, large compared with the cell and small compared with the wavelength. In a cubic lattice with one site per cell, all carrying equal dipoles, the dipoles inside give no net field at the centre. Those outside give $E$ minus the field of a uniformly polarised sphere. Such a sphere is two balls of charge density $\pm\rho$ displaced by $\delta$. Each has internal field $\pm\rho\mathbf r/3\varepsilon_0$, so together they give $-\rho\delta/3\varepsilon_0=-P/3\varepsilon_0$. Hence
\begin{equation}
E_{\rm loc}=E+\frac{P}{3\varepsilon_0}.
\end{equation}
In a transverse wave this is $+P/3\varepsilon_0$. In a longitudinal wave $E=-P/\varepsilon_0$, and it is $-2P/3\varepsilon_0$.

Let one site per cell carry bare charge $Q$, polarisability $\alpha$ and short-range spring $k_s$, and write $x=\alpha/(3\varepsilon_0V)$. With the ions fixed, $P=(\alpha/V)(E+P/3\varepsilon_0)$ gives $\varepsilon_\infty-1=3x/(1-x)$, so $1-x=3/(\varepsilon_\infty+2)$ and $1+2x=3\varepsilon_\infty/(\varepsilon_\infty+2)$. With the ions displaced, $VP=Qu+\alpha E_{\rm loc}$ gives
\begin{align}
\text{transverse:}\quad P&=\frac{Qu}{V(1-x)}=\frac{Zu}{V},\quad Z=\frac{Q(\varepsilon_\infty+2)}{3},\\
\text{longitudinal:}\quad P&=\frac{Qu}{V(1+2x)}=\frac{Zu}{\varepsilon_\infty V}.
\end{align}
Adding the force $QE_{\rm loc}$ to $-k_su$ gives the stiffnesses
\begin{equation}
k=k_s-\frac{QZ}{3\varepsilon_0V},\qquad
k_{\rm LO}=k_s+\frac{2QZ}{3\varepsilon_0\varepsilon_\infty V}.
\end{equation}
Their difference is $QZ(\varepsilon_\infty+2)/(3\varepsilon_0\varepsilon_\infty V)=Z^2/(\varepsilon_0\varepsilon_\infty V)=K$, as before.

The transverse local field pulls the ions further out, by $QZ/(3\varepsilon_0V)=K\varepsilon_\infty/(\varepsilon_\infty+2)=547\times5.5/7.5\approx401$ N/m in this model. At $T_0$ that cancels $k_s$. A longitudinal wave loses this help and meets an opposing local field worth $2\times401/5.5\approx146$ N/m; the two sum to $K$. In a perovskite the oxygen sites are not cubic, so this split is illustrative, whereas (\ref{lo}) does not depend on it. The one-site model also describes long waves only. On a simple cubic lattice with this $k_s$ and no coupling between cells, the dipole field is stronger for short transverse waves, and the stiffness of alternating columns of dipoles, $\mathbf q=(\pi/a,\pi/a,0)$ with $a$ the cell edge, is already about $-480$ N/m at $T_0$. The short-range coupling assumed earlier is needed to suppress such patterns.

\section{Turning the field on with electrodes}

A capacitor shows the same contribution in adjustable form. Let a film of thickness $d$ move uniformly along its normal between shorted electrodes, with passive layers of total thickness $t$ and permittivity $\varepsilon_i$. Zero voltage gives $E_fd+E_it=0$, and continuity of the displacement field gives $\varepsilon_0\varepsilon_iE_i=\varepsilon_0\varepsilon_\infty E_f+Zu/V$. Substituting $E_i=-E_fd/t$,
\begin{equation}
E_f=-f\frac{Zu}{\varepsilon_0\varepsilon_\infty V},\qquad
f=\frac{\varepsilon_\infty t}{\varepsilon_id+\varepsilon_\infty t}.
\end{equation}
The added stiffness is $fK$. Perfect electrodes, $t=0$, remove it and leave the transverse value. In the opposite limit, $\varepsilon_id\ll\varepsilon_\infty t$, the full longitudinal value returns.

For $d=20$ nm, $t=0.4$ nm and $\varepsilon_i=10$, $f=2.2/202.2=0.0109$ and $fK=5.96$ N/m. This 1.1 per cent of the depolarising stiffness is four times $k$ at 300 K. It raises the normal mode from 4.43 to 9.87 meV and lowers its instability by $5.96/0.0301\approx198$ K, if the linear law for $k$ holds down to 52 K. Zero-point motion, which keeps $s^2$ from falling to zero, can lower the instability further or remove it. Nor is this instability necessarily the film's transition: in-plane polarisation or domains can avoid much of the field.

\section{Other polar modes share the stiffness}

Titanates have more than one polar mode. Let mode $j$ have transverse frequency $\omega_j$ and mass-weighted coordinate $q_j$ with charge $z_j$. The longitudinal field is $E=-\sum_iz_iq_i/(\varepsilon_0\varepsilon_\infty V)$, so
\begin{equation}
\omega^2q_j=\omega_j^2q_j+s_j\sum_is_iq_i,\qquad
s_j=\frac{z_j}{\sqrt{\varepsilon_0\varepsilon_\infty V}},
\end{equation}
with $s_1^2=K/\mu$ for the soft mode. The matrix is $\Lambda+ss^{T}$, with $\Lambda={\rm diag}(\omega_j^2)$. In $\det\Lambda\,\det(1+\Lambda^{-1}ss^T)$ the second factor has one eigenvalue different from unity, $1+\sum_js_j^2/\omega_j^2$. Therefore
\begin{equation}
\prod_j\omega_{{\rm LO},j}^2=\prod_j\omega_j^2\Big(1+\sum_j\frac{s_j^2}{\omega_j^2}\Big)
\;\xrightarrow{\ \omega_1\to0\ }\; s_1^2\prod_{j>1}\omega_j^2>0 .\label{det}
\end{equation}
The matrix has no negative eigenvalue at $\omega_1=0$, and its determinant is not zero, so every longitudinal mode stays finite.

How finite is another matter. Solving for $q_j$ and summing gives $1=\sum_js_j^2/(\omega^2-\omega_j^2)$. Between $\omega_1$ and $\omega_2$ the right side falls from $+\infty$ to $-\infty$, so one longitudinal mode lies below the second transverse mode. With rough further modes at 22 and 67 meV, of strengths $\hbar s_j=30$ and 35 meV, numerical diagonalisation at $T_0$ gives 20.6, 59.6 and 101.3 meV. The soft displacement is divided among them in shares 0.129, 0.276 and 0.595. The mean of $\omega_{\rm LO}^2$ weighted by these shares is the first diagonal element of the matrix, $\omega_1^2+s_1^2$. The one-mode 84.5 meV is thus a root-mean-square energy, not a line to look for in a spectrum. The lowest mode moves from 20.70 meV at 300 K to 20.64 meV at $T_0$.

Setting the determinant in (\ref{det}) to zero gives $\omega_1^2=-s_1^2/(1+\sum_{j>1}s_j^2/\omega_j^2)$. The cooling needed for a longitudinal instability becomes $C/\varepsilon_b$, with
\begin{equation}
\varepsilon_b=5.5\left(1+\frac{30^2}{22^2}+\frac{35^2}{67^2}\right)=17.2 .
\end{equation}
That is about 5800 K, a third of the one-mode value and still out of reach. Replacing $\varepsilon_\infty$ by $\varepsilon_b$ in the film changes the 198 K only to 193 K, because $f/\varepsilon_\infty=t/(\varepsilon_id+\varepsilon_\infty t)$ and the unchanged term $\varepsilon_id=200$ nm dominates the denominator; the other term grows only from 2.2 to 6.9 nm.

\section{Smaller and conditional contributions}

\textit{Retardation.} For a transverse wave coupled to light, Maxwell's equations give $(c^2q^2-\varepsilon_\infty\omega^2)E=\omega^2Zu/(\varepsilon_0V)$. When $\varepsilon_\infty\omega^2\ll c^2q^2$, inserting $E$ in (\ref{motion}) yields
\begin{equation}
\omega^2\left(\mu+\frac{Z^2}{\varepsilon_0Vc^2q^2}\right)=k .
\end{equation}
Light adds inertia, not stiffness, so the mode still softens. The relative increase is $(\lambda/6.26\ \mu{\rm m})^2$, or $2.6\times10^{-4}$ at a wavelength $\lambda=100$ nm. At such a wavelength the gradient energy $\tfrac12g|\nabla P|^2$, neglected throughout, matters more. It adds the stiffness $gq^2Z^2/V$, which for rough values $g=2\times10^{-11}$ to $5\times10^{-10}$ J\,m$^3$/C$^2$ is $1.4\times10^{-3}$ to $3.5\times10^{-2}$ of $k$ at 300 K and leaves 0.2 to 0.8 meV at $T_0$. Complete softening is a statement about long waves.

\textit{Free carriers.} Undamped carriers of density $n$ and mass $m$ add $-ne^2/(\varepsilon_0m\omega^2)$ to the permittivity. Define the screened plasma frequency by $\omega_p^2=ne^2/(\varepsilon_0\varepsilon_\infty m)$. The long-wavelength longitudinal condition, that the total permittivity vanishes, becomes after division by $\varepsilon_\infty$
\begin{equation}
1+\frac{K/\mu}{\omega_{\rm TO}^2-\omega^2}-\frac{\omega_p^2}{\omega^2}=0 .
\end{equation}
The two roots for $\omega^2$ have product $\omega_p^2\omega_{\rm TO}^2$ and sum $\omega_{\rm TO}^2+K/\mu+\omega_p^2$. In this undamped, long-wavelength limit the lower root therefore vanishes at $T_0$ for any nonzero carrier density. For $\omega_p^2\ll K/\mu$ that root is mostly carrier motion by kinetic energy (the ionic share is about $\omega_p^2\mu/K$), although at 300 K the ions carry a nearly equal and opposite dipole and store almost all the potential energy. The lattice vibration is then the upper root, which stays near $\sqrt{K/\mu}$. For $\omega_p^2\gg K/\mu$ the lower root is mostly lattice motion and tends to $\omega_{\rm TO}$ itself: the carriers cancel the depolarising field. With a carrier mass of two electron masses, $\hbar\omega_p=84.5$ meV at $5.7\times10^{19}$ cm$^{-3}$. At a hundred times that density the lower root at 300 K is 4.41 meV, against 4.43 meV for the transverse mode. That density is 0.35 carriers per cell, far beyond an insulating capacitor, so the number only illustrates the limit with $k$ held fixed. Carrier damping is not small either: a rough mobility of 5 cm$^2$/Vs at this mass means about 116 meV. At $5.7\times10^{19}$ cm$^{-3}$ and 300 K the lower root is then a pure relaxation of rate 0.17 meV, which still vanishes at $T_0$; at the hundredfold density it oscillates at 4.37 meV with a decay rate of 0.57 meV.

\textit{Damping and discontinuity.} With a damping rate of 5 meV, the roots of $\omega^2+i\gamma\omega-\omega_{\rm TO}^2=0$ are purely imaginary when $\hbar\omega_{\rm TO}<2.5$ meV, that is, within 16 K above $T_0$, or 8 K below it, where the curvature changes twice as fast. The stiffness still falls, but there is no oscillation to observe. If a first-order transition intervenes 10 K above $T_0$, the undamped transverse energy stops at 1.98 meV.

\section{The real capacitor}

The parameters are rough values in the regime of barium strontium titanate, whose transition temperature depends on composition. Its soft mode is heavily damped and its ions partly hop between off-centre sites, so the purely displacive picture is an idealisation. Strain and alloy disorder are also left out and not sized here. A thin capacitor also need not be perfectly shorted: the assumed 0.4 nm of passive layer more than doubles the normal-mode energy at 300 K. The field involved is large. With electronic screening alone, a soft-mode displacement of 0.001 nm without compensating charge makes 4.3 MV/cm, comparable with rough thin-film breakdown fields of a few MV/cm (bulk ceramics fail at lower fields); if the other polar modes follow, it makes about 1.4 MV/cm. A static soft-mode polarisation $Zu/V$ of 10 $\mu$C/cm$^2$ would make 20.5 MV/cm with electronic screening alone, or $20.5\times5.5/17.2\approx6.6$ MV/cm if the other polar modes follow. A uniform normal polarisation of that size therefore needs compensating charge at the electrodes.

Numerical values quoted here were computed with a short program.
